# Density-of-states mass and conductivity mass of one ellipsoidal valley

## Question

I am estimating how well electrons would conduct in the conduction band of a ferroelectric hafnia film, about 10 nm thick, at 300 K. My model has one ellipsoidal valley with principal masses 0.5, 1 and 2 electron masses. I need one mass for the effective density of states and one for the mobility, averaged over crystal orientation.

My first idea was to take the ordinary average, $(0.5+1+2)/3\approx1.17$, and use it for both. I am told that neither quantity uses this average, and that the two need different masses. How can one band have two masses? What are they here, and how much does it matter if I swap them?

## Answer

The band has three principal masses, and both averages you need follow from them. A single "effective mass" is the mass of a spherical band that would reproduce one chosen property. Counting states and carrying current are different properties, so they can ask for different spheres.

Measure energy from the bottom of the valley and wavevector from its centre, along the principal axes:

$$E(\mathbf k)=\frac{\hbar^2}{2}\left(\frac{k_1^2}{m_1}+\frac{k_2^2}{m_2}+\frac{k_3^2}{m_3}\right).$$

I assume one valley, two spin states per $\mathbf k$, and one relaxation time $\tau$ that depends on neither energy nor direction.

### Counting states

The surface of energy $E$ is an ellipsoid. Setting two components of $\mathbf k$ to zero gives its semi-axes, $\sqrt{2m_iE}/\hbar$. The enclosed volume is $4\pi/3$ times their product:

$$\Omega(E)=\frac{4\pi}{3}\,\frac{(2E)^{3/2}\sqrt{m_1m_2m_3}}{\hbar^3}.$$

Per unit crystal volume there are $2/(2\pi)^3$ states per unit volume of $k$-space, so the number of states below $E$ is

$$N(E)=\frac{2}{8\pi^3}\,\Omega(E)=\frac{(2E)^{3/2}\sqrt{m_1m_2m_3}}{3\pi^2\hbar^3}.$$

Since $d(2E)^{3/2}/dE=3\sqrt{2E}$, the density of states is

$$g(E)=\frac{dN}{dE}=\frac{\sqrt{2E}\,\sqrt{m_1m_2m_3}}{\pi^2\hbar^3}.$$

A spherical band of mass $m_d$ has $m_d^{3/2}$ in place of $\sqrt{m_1m_2m_3}$. The two agree at every energy if

$$m_d=(m_1m_2m_3)^{1/3}=(0.5\times1\times2)^{1/3}m_0=1\,m_0 .$$

This can be checked by counting. In a periodic box the allowed wavevectors are labelled by integers $n_i$. With masses in units of $m_0$, I counted the points with $\sum_i n_i^2/m_i\le1600$, for one spin. The masses (0.5, 1, 2) give 267969 points and the masses (1, 1, 1) give 267761. The volume formula gives $(4\pi/3)\,1600^{3/2}=268083$ for both. The small differences come from the ragged surface of a finite lattice.

### Carrying current

Let $\mathbf F$ be the electric field and $f_0$ the equilibrium occupation. An electron has charge $-e$, so $\hbar\,d\mathbf k/dt=-e\mathbf F$. In the steady state, the drift of the occupation through $k$-space balances its relaxation:

$$-\frac{e}{\hbar}\,\mathbf F\cdot\nabla_k f=-\frac{f-f_0}{\tau}.$$

To first order in the field, $f$ on the left may be replaced by $f_0$, which gives

$$f=f_0+\frac{e\tau}{\hbar}\,\mathbf F\cdot\nabla_k f_0 .$$

The velocity is $v_i=\hbar^{-1}\partial E/\partial k_i=\hbar k_i/m_i$. The equilibrium part carries no current, because $v_i$ is odd in $\mathbf k$ and $f_0$ is even. What remains is

$$j_i=-e\int\!\frac{2\,d^3k}{(2\pi)^3}\,v_i(f-f_0)
=-\frac{e^2\tau}{\hbar}\sum_jF_j\int\!\frac{2\,d^3k}{(2\pi)^3}\,v_i\frac{\partial f_0}{\partial k_j}.$$

Integrate by parts. The boundary term vanishes because $f_0$ falls to zero at large $k$, and the sign changes. The derivative now acts on the velocity, with $\partial v_i/\partial k_j=\hbar\delta_{ij}/m_i$. The remaining integral of $f_0$ is the electron density $n$, so

$$j_i=\frac{ne^2\tau}{m_i}F_i .$$

Nothing here required a dilute electron gas. Each axis conducts in proportion to its **inverse** mass.

Now average over orientation. For a field along the unit vector $\mathbf u$, the current component along the field is

$$\mathbf u\cdot\mathbf j=ne^2\tau F\sum_i\frac{u_i^2}{m_i}.$$

Over random directions the three averages $\langle u_i^2\rangle$ are equal by symmetry and add up to 1, so each is $1/3$. Writing the averaged conductivity as $ne^2\tau/m_c$ gives

$$\frac1{m_c}=\frac13\left(\frac1{m_1}+\frac1{m_2}+\frac1{m_3}\right)
=\frac{2+1+0.5}{3\,m_0}=\frac{7}{6\,m_0},$$

$$m_c=\tfrac67\,m_0\approx0.857\,m_0 .$$

### Why the two masses differ

Stretch the axes by writing $k_i=\sqrt{m_i}\,q_i$. Then $E=\hbar^2q^2/2$, and the energy surface becomes a sphere in $q$-space.

For counting, the only trace of the stretch is the volume factor $d^3k=\sqrt{m_1m_2m_3}\,d^3q$. Making one axis four times lighter and another four times heavier leaves this factor unchanged. State counting sees the product of the masses and nothing else.

Current also involves velocity, and $v_i=\hbar q_i/\sqrt{m_i}$ still contains the individual mass. In a dilute gas the three $q_i$ have equal mean squares, and $\langle v_i^2\rangle=kT/m_i$. The electrons move fastest along the light axis. In the orientation average the axes with masses 0.5, 1 and 2 supply 57.1, 28.6 and 14.3 % of the current. The light axis gains more than the heavy axis loses: relative to mass 1, the inverse masses are 2 and 0.5, whose mean is 1.25.

So the valleys (0.5, 1, 2) and (1, 1, 1) hold the same number of states at each energy, but at equal $n$ and $\tau$ the first has $7/6$ of the mobility of the second.

The order of the two masses is general. Let $x_i=m_d/m_i$. The product of the three $x_i$ is 1, so their logarithms add up to zero. Since $x-1\ge\ln x$ for positive $x$,

$$\sum_i x_i-3\ge\sum_i\ln x_i=0 .$$

But $\sum_ix_i=3m_d/m_c$, hence $m_c\le m_d$. Equality needs every $x_i=1$, which means three equal masses.

Two limits show how the gap opens:

- **Weak anisotropy.** Write $m_i=m_de^{\delta_i}$ with $\sum_i\delta_i=0$. Expanding $e^{-\delta_i}$ to second order gives $m_d/m_c\approx1+\frac16\sum_i\delta_i^2$. There is no first-order term. Here $\delta_i=\mp\ln2$ and 0, so the estimate is 1.160, against the full value 1.167.
- **One very heavy axis.** As $m_3\to\infty$, $m_d$ grows without limit as $m_3^{1/3}$, because states pile up along that axis. Meanwhile $m_c$ tends to the finite value $3/(1/m_1+1/m_2)$, because the other two axes still conduct.

### Where your arithmetic average belongs

The average above holds the *field* fixed. That is right for a symmetric set of equally filled valleys in one crystal, where all valleys feel the same field. For a polycrystal it assumes the same field in every grain.

Suppose instead that every grain carries the same *current density*. The field needed along the current is then averaged, and it is proportional to $\sum_iu_i^2m_i$. This gives your arithmetic mean, $7/6\approx1.17\,m_0$.

For a large, randomly oriented polycrystal with equal $n$ and $\tau$ in all grains and no extra resistance at their boundaries, these two values are bounds. Add to the true field any change $\delta\mathbf F$ that leaves the electrode voltages fixed. The term linear in $\delta\mathbf F$ in the dissipated power is proportional to $\int\mathbf j\cdot\delta\mathbf F\,dV$. It vanishes because $\mathbf j$ has no divergence and does not cross the insulated sides. The quadratic term is positive, so the true field has the least power. A uniform trial field therefore overestimates the conductivity, which means $m\ge m_c$. The same argument for trial currents at fixed total current shows that a uniform current overestimates the resistance, so $m\le7/6\,m_0$.

I also solved a resistor network of $6\times6\times6$ cubic grains, each divided into $4\times4\times4$ cells. The principal axes lie along the cube edges in one of three cyclic orders, which are used equally often and placed at random. Four arrangements gave masses from 0.951 to 0.965 $m_0$, with mean 0.958 $m_0$. The coarse grid biases this value upward: with $8\times8\times8$ cells per grain the mean falls to 0.950 $m_0$, so read the result as about 0.95 $m_0$. For a sample many grains thick in every direction, then, the equal-field mass is roughly 10 % below the polycrystal value. A thin film can differ. If each of these grains spans the whole thickness, the grains conduct across the film in parallel, the uniform field is the true field, and the mass is exactly $m_c$. Two grains across the thickness give about 0.91 $m_0$, and conduction along a film one grain thick gives about 1.0 $m_0$.

### Numbers for the film

Far below degeneracy, with the Fermi level $E_c-E_F$ below the band edge, the density is

$$n=e^{-(E_c-E_F)/kT}\int_0^\infty g(E)\,e^{-E/kT}dE .$$

With $\int_0^\infty\sqrt E\,e^{-E/kT}dE=\frac{\sqrt\pi}{2}(kT)^{3/2}$ this becomes

$$n=N_c\,e^{-(E_c-E_F)/kT},\qquad N_c=2\left(\frac{m_dkT}{2\pi\hbar^2}\right)^{3/2}.$$

At 300 K, $kT=0.02585$ eV and $N_c=2.51\times10^{19}$ cm$^{-3}$. I take $E_c-E_F=1.0$ eV and $\tau=5$ fs as round model inputs. Then

$$n=2.51\times10^{19}\,e^{-1/0.02585}\approx4\times10^2\ \text{cm}^{-3},$$

$$\mu=\frac{e\tau}{m_c}=\frac{(1.602\times10^{-19})(5\times10^{-15})}{0.857\times9.109\times10^{-31}}\ \frac{\text{m}^2}{\text{V s}}\approx10.3\ \text{cm}^2/\text{Vs}.$$

The conductivity $en\mu$ is about $7\times10^{-16}$ S/cm. At a low field of 0.01 MV/cm the current density is about $7\times10^{-12}$ A/cm$^2$.

Swapping the masses has these effects:

- With $m_c$ in $N_c$, you get $1.99\times10^{19}$ cm$^{-3}$, which is 20.6 % too low.
- With $m_d$ in the mobility, you get 8.8 cm$^2$/Vs, which is 14.3 % too low.

### How far to trust these numbers in hafnia

The thickness is typical of ferroelectric hafnia films, which are usually polycrystalline. The masses, $\tau$ and the Fermi level are model choices. The density is extremely small: it corresponds to $4\times10^{-4}$ electrons per cm$^2$ of film, which makes sense only as a statistical mean. It also depends steeply on the Fermi level, since moving that by 0.1 eV changes $n$ by a factor of about 50. Traps and injection from the electrodes, both left out, can easily outweigh such a current. Do not read it as a leakage prediction.

**Is this band transport at all?** By the usual criterion, no. The collision broadening $\hbar/\tau$ is 0.132 eV, about five times $kT$. The rms thermal speed is $\sqrt{3kT/m_c}=1.26\times10^7$ cm/s, so the mean free path is 0.63 nm, close to a lattice constant of roughly 0.5 nm. Multiplied by the wavevector $m_cv/\hbar$ at that speed, it gives 0.59, whereas well-defined band states need a value well above 1. The Boltzmann mobility is a rough guide to size at best.

**Lattice polarization.** An electron in a polar crystal drags a distortion with it. For a spherical band of mass $m$ and a phonon energy $\hbar\omega$, the coupling strength is

$$\alpha=\frac{e^2}{4\pi\varepsilon_0\hbar}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right)\sqrt{\frac{m}{2\hbar\omega}} .$$

Use units in which $\hbar\omega=1$ and the kinetic energy is $p^2$. The squared coupling to a phonon of wavevector $q$, in volume $V$, is $4\pi\alpha/(Vq^2)$. Second-order perturbation theory, with the angular average expanded to order $p^2$, gives the energy shift

$$\Delta E=-\frac{2\alpha}{\pi}\int_0^\infty\!dq\left[\frac1{q^2+1}+\frac{4p^2q^2}{3(q^2+1)^3}\right]=-\alpha\left(1+\frac{p^2}{6}\right),$$

because the two integrals are $\pi/2$ and $(4p^2/3)(\pi/16)$. The kinetic term becomes $p^2(1-\alpha/6)$, so to first order the mass grows by the factor $1+\alpha/6$. With the rough values $\hbar\omega=0.06$ eV, $\varepsilon_\infty=4.5$, $\varepsilon_s=25$ and $m=m_d$, $\alpha=2.74$ and the factor is 1.46. This coupling is not weak: using $1/(1-\alpha/6)$ instead would give 1.84. The correction is therefore uncertain, but it is larger than the difference between $m_d$ and $m_c$.

**Direction-dependent scattering.** If, for illustration, $\tau_i=\tau/\sqrt{m_i/m_0}$, the averaged mobility rises by a factor of about 1.2. The mobility then depends on how $\tau$ varies with direction, and $m_c$ with a single $\tau$ no longer gives it.

**Film walls.** With a principal axis along the film normal and hard walls a distance $L$ apart, the levels are $\hbar^2\pi^2j^2/(2mL^2)$, where $m$ is the mass along the normal. With $\lambda=\sqrt{2\pi\hbar^2/(mkT)}$, replacing the continuous sum over normal motion by the discrete one multiplies the density by

$$\frac{\lambda}{L}\sum_{j=1}^\infty e^{-\pi j^2\lambda^2/4L^2}\approx1-\frac{\lambda}{2L}.$$

This is 0.70, 0.78 and 0.85 for normal masses 0.5, 1 and 2. The loss is comparable to the error from using the wrong mass in $N_c$.

**High field.** At 0.01 MV/cm the drift velocity $\mu F$ is 0.8 % of the thermal speed. At 1 MV/cm, roughly the scale of switching fields, the formula gives 81 %. With a parabolic band and a constant $\tau$ the current stays proportional to the field even there, but the mean kinetic energy rises to about 2.3 times its thermal value. Both figures are orientation averages: with the field along the heavy or the light axis the drift ratio is 35 % or 139 %, and the energy factor is 1.6 or 3.3. In a real film $\tau$ then changes, so the low-field mobility cannot be relied on.

Tunnelling from an electrode also enters there. Take a triangular barrier of height $\phi=1.0$ eV above the electrode's Fermi level. An electron at energy $E$ above that level carries the exponent

$$\frac{E}{kT}+\frac{4\sqrt{2m}\,(\phi-E)^{3/2}}{3\hbar eF}.$$

The second term is $(2/\hbar)\int\sqrt{2m(\phi-E-eFx)}\,dx$ across the barrier. With $m=0.5\,m_0$ at 1 MV/cm, the exponent is 38.7 for going over the top and 48.3 for tunnelling at the Fermi level. Its minimum is 35.0, at $E=0.715$ eV. Comparing exponentials alone, this path is favoured over the top of the sharp triangle by a factor of about 40. That factor is not a prediction for a real contact. The electron's image force, left out here, rounds and lowers the barrier. With a relative permittivity of 4.5 the top drops by 0.18 eV, and the advantage of the best single energy shrinks to a factor of about 1.2. Tunnelling still dominates, because a wide range of energies contributes: summed over energy, the flux through the barrier is about 10 times the flux over the top, against about 450 times for the sharp triangle.

**Smaller and larger corrections.** Degeneracy is negligible, with a relative correction of about $6\times10^{-18}$. A simple nonparabolic band, with $E(1+E/E_g)$ replacing $E$ in the dispersion and a rough gap $E_g=5.7$ eV, raises $N_c$ by 1.7 %. Temperature matters far more: at 358 K with $E_c-E_F$ held at 1.0 eV, $N_c$ rises to $3.27\times10^{19}$ cm$^{-3}$, but $n$ rises by a factor of 687, mostly through the exponential.

For your stated model, use $m_d=1\,m_0$ in $N_c$ and $m_c=0.857\,m_0$ in the mobility. For a real hafnia film, the scattering, the polarization and the Fermi level need attention before the third digit of either mass does. The remaining digits are in the numerical output.

## Values computed for the example and the checks

```
Principal masses: 0.5 1.0 2.0 m0
Density-of-states mass: 1 m0
Conductivity mass: 0.8571 m0
Mass ratio m_d/m_c: 1.167
Current shares by axis: 57.1 28.6 14.3 %
Lattice states, masses 0.5 1 2: 267969
Lattice states, masses 1 1 1: 267761
Formula count with m_d: 268083
Formula count with m_c: 212740
Equal-current polycrystal mass: 1.167 m0
Grain-network mass, mean of 4: 0.958 m0
Grain-network range: 0.951 to 0.965 m0
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Relaxation time: 5 fs
Band edge above Fermi level: 1 eV
Film thickness: 10 nm
Effective density of states Nc: 2.509e+19 cm^-3
Electron density n: 398 cm^-3
Mean electrons per film area: 0.000398 cm^-2
Mobility: 10.26 cm2/Vs
Conductivity: 6.55e-16 S/cm
Low field: 0.01 MV/cm
Current density at low field: 6.55e-12 A/cm2
Nc if m_c is misused: 1.991e+19 cm^-3
Nc error from misuse: -20.6 %
Mobility if m_d is misused: 8.794 cm2/Vs
Mobility error from misuse: -14.3 %
Rough phonon energy: 0.06 eV
Rough permittivities, fast and static: 4.5 25.0
Polaron coupling: 2.74
Leading polaron mass factor: 1.46
Collision broadening: 0.132 eV
Broadening over kT: 5.09
Rms thermal velocity: 1.26e+07 cm/s
Mean free path: 0.631 nm
Rough lattice constant: 0.5 nm
Mobility factor, tau_i = tau/sqrt(m_i): 1.19
Drift over thermal velocity, low field: 0.0081
High field: 1 MV/cm
Drift over thermal velocity, high field: 0.81
Thermal exponent over barrier: 38.7
Tunnel exponent at Fermi level: 48.3
Best thermal-tunnel exponent: 35
Best energy above Fermi level: 0.715 eV
Exponential gain by tunnelling: 39
Film/bulk density, normal mass 0.5 1 2: 0.696 0.785 0.848
Rough band gap: 5.7 eV
Nonparabolic factor on Nc: 1.017
Degeneracy correction: 5.6e-18
Hot temperature: 358 K
Nc when hot: 3.271e+19 cm^-3
Electron density when hot: 2.74e+05 cm^-3
Density ratio hot/300 K: 687
```
